\section*{Linear heat capacity of tunnelling dipoles with a constant density of splittings}

\section{Identical symmetric dipoles}

Take an ion that can sit in either of two equally deep off-centre positions. Its electric dipole points one way in the left well and the opposite way in the right well. Tunnelling mixes the two positions, and the two lowest states are their even and odd combinations, separated by an energy $E$. Place the zero of energy halfway between them, so that the levels are $\pm E/2$.

At temperature $T$, with Boltzmann constant $k$, the partition function is
\begin{equation}
Z=e^{E/2kT}+e^{-E/2kT}=2\cosh\frac{E}{2kT}.
\end{equation}
The lower level has the larger weight, so the mean energy is negative:
\begin{equation}
U=\frac{-\frac E2e^{E/2kT}+\frac E2e^{-E/2kT}}{Z}
=-\frac E2\tanh\frac{E}{2kT}.
\end{equation}
Now differentiate at fixed $E$. The derivative of $E/2kT$ with respect to $T$ is $-E/2kT^2$, and its minus sign cancels the one in $U$:
\begin{equation}
c=\frac{dU}{dT}=\frac E2\,\frac{E}{2kT^2}\,\mathrm{sech}^2\frac{E}{2kT}
=k\left(\frac x2\right)^2\mathrm{sech}^2\frac x2,
\qquad x=\frac{E}{kT}.
\label{eq:one}
\end{equation}

Two limits show what this means. For $kT\ll E$, $\mathrm{sech}^2(x/2)\simeq4e^{-x}$ and $c\simeq kx^2e^{-x}$: the upper level is out of reach. For $kT\gg E$, $c\simeq kx^2/4$: both levels are almost equally filled, and further heating changes little. The maximum lies between. Setting the derivative of $\ln c$ with respect to $x$ to zero gives
\begin{equation}
\frac2x-\tanh\frac x2=0,\qquad x\tanh\frac x2=2,
\end{equation}
whose positive root is $x=2.40$. It is unique because $x\tanh(x/2)$ increases with $x$.

The entropy gives a further check. At fixed $E$, $dT/T=-dx/x$, and $\cosh^2(x/2)=(e^x+1)^2/4e^x$, so
\begin{equation}
\int_0^\infty\frac cT\,dT
=k\int_0^\infty\frac{x e^x}{(e^x+1)^2}\,dx
=k\int_0^\infty\frac{dx}{e^x+1}=k\ln2 .
\label{eq:entropy}
\end{equation}
The middle step is an integration by parts with vanishing boundary terms. The last integral is $[-\ln(1+e^{-x})]_0^\infty=\ln2$. A dipole passes from one occupied state to two equally likely states, as it should.

\section{Unequal wells}

In a disordered crystal, random local fields make one well deeper than the other. Let $\Delta$ be the difference in well energies and $\Delta_0$ the tunnel energy. In the basis of the two positions,
\begin{equation}
H=\frac12\begin{pmatrix}\Delta&\Delta_0\\ \Delta_0&-\Delta\end{pmatrix},
\qquad
H^2=\frac{\Delta^2+\Delta_0^2}{4}\,\mathbf 1 .
\end{equation}
The trace of $H$ is zero, so its eigenvalues are again $\pm E/2$, with
\begin{equation}
E=\sqrt{\Delta^2+\Delta_0^2}.
\end{equation}
In equilibrium the heat capacity depends on $\Delta$ and $\Delta_0$ through $E$ alone, and Eq.~\eqref{eq:one} stands. For $\Delta=0$ the symmetric case returns.

\section{A constant density of splittings}

Now let the splittings vary from dipole to dipole. Let $n_0\,dE$ be the number of dipoles per unit volume with splitting between $E$ and $E+dE$. Since $E$ is a level separation, it is counted on positive values. The assumptions are:
\begin{itemize}
\item $n_0$ is constant from $E_{\min}$ to $E_{\max}$, with $E_{\min}\ll kT\ll E_{\max}$;
\item the dipoles are independent and there is no applied field;
\item the splittings do not depend on temperature;
\item every dipole reaches equilibrium during the measurement.
\end{itemize}

A rough count already gives the temperature law. Dipoles with $E$ up to a few $kT$ take part, their number is proportional to $n_0kT$, and each contributes a heat capacity of order $k$. Hence $C\sim n_0k^2T$. For the factor, sum Eq.~\eqref{eq:one} over the band, with its edges moved to zero and infinity, and use $dE=kT\,dx$:
\begin{equation}
C=n_0\int_0^\infty c\,dE=n_0k^2T\,J,\qquad
J=\int_0^\infty\frac{x^2e^x}{(e^x+1)^2}\,dx .
\label{eq:CJ}
\end{equation}

The linear law thus comes from the flat density. If the density were $AE^s$ with $s>-3$, the same substitution would give a factor $(kT)^s$ more, and $C\propto T^{1+s}$. The lower limit on $s$ keeps the integral finite at small $x$. For $s\le-1$ the number of dipoles and their entropy diverge as $E_{\min}\to0$, so a lower edge must be kept. The relative loss at that edge falls only as $(E_{\min}/kT)^{3+s}$, which is slow for $s$ near $-3$.

\subsection*{The integral}

The derivative of $1/(e^x+1)$ is $-e^x/(e^x+1)^2$. Integration by parts gives
\begin{equation}
J=\left[-\frac{x^2}{e^x+1}\right]_0^\infty+2\int_0^\infty\frac{x}{e^x+1}\,dx
=2\int_0^\infty\frac{x}{e^x+1}\,dx .
\end{equation}
For $x>0$ the geometric series is
\begin{equation}
\frac1{e^x+1}=\frac{e^{-x}}{1+e^{-x}}=\sum_{m=1}^\infty(-1)^{m+1}e^{-mx}.
\end{equation}
Its terms alternate and decrease, so stopping after $M$ terms leaves an error smaller than $e^{-(M+1)x}$. After multiplication by $x$ and integration, that error is below $1/(M+1)^2$, which vanishes as $M$ grows. Term-by-term integration is therefore allowed, and $\int_0^\infty xe^{-mx}dx=1/m^2$ gives
\begin{equation}
J=2\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}.
\label{eq:series}
\end{equation}

The sum follows from the Fourier series of $x^2$ on $[-\pi,\pi]$. The mean value is $\pi^2/3$, and the cosine coefficients are
\begin{align}
a_m&=\frac2\pi\int_0^\pi x^2\cos mx\,dx
=-\frac{4}{\pi m}\int_0^\pi x\sin mx\,dx\nonumber\\
&=-\frac{4}{\pi m}\left[-\frac{x\cos mx}{m}\right]_0^\pi
=\frac{4(-1)^m}{m^2}.
\end{align}
The boundary term of the first integration by parts vanishes because $\sin m\pi=0$. The integral left by the second, $\int_0^\pi\cos mx\,dx$, vanishes for the same reason. The periodic continuation of $x^2$ is continuous and piecewise smooth, so the series converges to the function at each point. At $x=0$,
\begin{equation}
0=\frac{\pi^2}{3}+4\sum_{m=1}^\infty\frac{(-1)^m}{m^2}
\quad\Longrightarrow\quad
\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{12}.
\end{equation}
With Eq.~\eqref{eq:series}, $J=\pi^2/6$, and
\begin{equation}
\boxed{C=\frac{\pi^2}{6}\,n_0k^2T}
\label{eq:main}
\end{equation}
per unit volume. Direct quadrature of $J$ gives $1.644934$, equal to $\pi^2/6$ to the digits shown.

\subsection*{Excited dipoles and stored heat}

The upper level is occupied with probability $1/(e^x+1)$. With the integral from Eq.~\eqref{eq:entropy}, the density of excited dipoles is
\begin{equation}
n_{\rm ex}=n_0kT\int_0^\infty\frac{dx}{e^x+1}=n_0kT\ln2 .
\label{eq:nex}
\end{equation}
The heat taken up between $T_1$ and $T_2$ is
\begin{equation}
Q=\int_{T_1}^{T_2}C\,dT=\frac{\pi^2}{12}n_0k^2\left(T_2^2-T_1^2\right).
\label{eq:heat}
\end{equation}

\section{The edges of the band}

Write $X=E_{\max}/kT$ and $x_0=E_{\min}/kT$. Since $e^x/(e^x+1)^2<e^{-x}$, the part of $J$ lost above $X$ obeys
\begin{equation}
\delta J_{\rm up}<\int_X^\infty x^2e^{-x}dx=(X^2+2X+2)e^{-X}.
\end{equation}
Since $\mathrm{sech}^2(x/2)<1$ for $x>0$, the part lost below $x_0$ obeys
\begin{equation}
\delta J_{\rm low}<\int_0^{x_0}\frac{x^2}{4}\,dx=\frac{x_0^3}{12}.
\end{equation}
The upper loss is exponentially small and the lower one cubic, so the linear range is wide if the band is wide.

Outside that range the law fails in two ways. For $kT\ll E_{\min}$ even the smallest splitting is frozen out, and
\begin{equation}
C\simeq n_0k^2T\,(x_0^2+2x_0+2)e^{-x_0}.
\end{equation}
For $kT\gg E_{\max}$ each dipole is on its high-temperature side, $c\simeq E^2/4kT^2$, and
\begin{equation}
C\simeq\frac{n_0}{4kT^2}\int_0^{E_{\max}}E^2dE=\frac{n_0E_{\max}^3}{12kT^2},
\end{equation}
with $E_{\min}$ neglected. With increasing temperature, the heat capacity of two-level dipoles therefore rises from an exponentially small value, becomes linear, passes a maximum and falls as $T^{-2}$. In a real ion, higher levels in each well can hide this fall. For $E_{\max}=1$ meV and levels 5 meV up, the values used below, the heat capacity of the dipoles starts to rise again near 8 K with one vibrational mode per well and near 6.5 K with three, before the $T^{-2}$ law is reached. In a solid the lattice hides the fall even earlier: for the Debye phonons used below, the phonon part is about 100 times the dipole part at the maximum near 3 K, and the sum shows no maximum.

\section{Numbers for a model dipolar glass}

Take the round values $n_0=10^{21}\,\mathrm{eV^{-1}cm^{-3}}$ and $T=0.1$ K, for which $kT=8.617\,\mu$eV. The number of dipoles in an energy window $kT$ is
\begin{equation}
n_0kT=10^{21}\times8.617\times10^{-6}\ \mathrm{cm^{-3}}
=8.617\times10^{15}\ \mathrm{cm^{-3}}.
\end{equation}
With $k=1.381\times10^{-23}$ J/K,
\begin{equation}
C=1.645\times1.381\times10^{-23}\times8.617\times10^{15}
\ \frac{\mathrm J}{\mathrm{cm^3\,K}}
=0.196\ \frac{\mu\mathrm J}{\mathrm{cm^3\,K}},
\end{equation}
or $0.196$ J/(m$^3$\,K). The values at 0.05 K and 0.2 K are 0.098 and 0.391 $\mu$J/(cm$^3$\,K).

This was tested without the integral $J$. The $2\times2$ Hamiltonians of 20\,000 dipoles, with evenly spaced splittings up to $60\,kT$ and random ratios $\Delta_0/\Delta$, were diagonalized. Their Boltzmann energy was then differentiated numerically in temperature. The result is 0.1957 $\mu$J/(cm$^3$\,K), the same as Eq.~\eqref{eq:main} to four digits.

The splitting with the largest single contribution is $2.40\,kT=20.7\,\mu$eV. The excited density is $0.693\,n_0kT=6.0\times10^{15}$ cm$^{-3}$. If the band ends at $E_{\max}=1$ meV, it holds $10^{18}$ dipoles per cm$^3$, so about 0.6 per cent of them are excited. Heating from 0.05 K to 0.1 K takes
\begin{equation}
Q=\tfrac12CT\left(1-\tfrac14\right)=7.34\ \mathrm{nJ/cm^3}.
\end{equation}

The band edges do not matter here. With $E_{\max}=1$ meV, $X=116$, and the bound on the relative upper loss is $3\times10^{-47}$. With $E_{\min}=0.1\,\mu$eV, the bound on the relative lower loss is $8\times10^{-8}$. The upper loss reaches 1 per cent at $X=8.65$, that is, at 1.34 K.

\section{What the lattice adds}

Phonons contribute in parallel. In the Debye model, $N$ atoms per volume have $3N$ modes with density $9N\omega^2/\omega_D^3$ up to $\omega_D=k\theta/\hbar$. One mode has heat capacity $ky^2e^y/(e^y-1)^2$, with $y=\hbar\omega/kT$. For $T\ll\theta$ the upper limit in $y$ may be taken to infinity:
\begin{equation}
C_{\rm ph}=9Nk\left(\frac T\theta\right)^3\int_0^\infty\frac{y^4e^y}{(e^y-1)^2}\,dy,
\end{equation}
where the integral is 25.98 by quadrature. For $\theta=200$ K and $N=4\times10^{22}$ cm$^{-3}$, this gives 0.0161 $\mu$J/(cm$^3$\,K) at 0.1 K, or 8.2 per cent of the dipole part. The ratio $C_{\rm ph}/C$ grows as $T^2$, so the two parts are equal at
\begin{equation}
T_\times=0.1\ \mathrm K\times\sqrt{\frac{0.1957}{0.01614}}=0.348\ \mathrm K .
\end{equation}
In this model the linear term dominates below this temperature. In real glasses the measured cubic term is usually larger than the Debye value, which lowers the crossing. At 1.34 K, where the upper band edge removes 1 per cent, phonons exceed the dipole part by a factor of about $(1.341/0.348)^2\simeq15$.

\section{Where a flat density can come from}

A tunnel energy falls roughly as $\Delta_0\propto e^{-\lambda}$, where $\lambda$ is proportional to the width of the barrier and to the square root of its height. If $\lambda$ is spread evenly, then $d\lambda=d\Delta_0/\Delta_0$ in magnitude. If the local fields spread $\Delta$ smoothly over a range much wider than $kT$, with no dip at $\Delta=0$, the density in $\Delta$ is also nearly flat for the thermally active dipoles. This suggests the joint density $P/\Delta_0$, with $P$ constant and both signs of the asymmetry folded onto $\Delta\ge0$. Set
\begin{equation}
\Delta=E\tanh u,\qquad \Delta_0=E\,\mathrm{sech}\,u,\qquad u\ge0,
\end{equation}
which respects $\Delta^2+\Delta_0^2=E^2$. The Jacobian is
\begin{align}
\frac{\partial(\Delta,\Delta_0)}{\partial(E,u)}
&=\tanh u\,(-E\,\mathrm{sech}\,u\tanh u)-E\,\mathrm{sech}^2u\,\mathrm{sech}\,u\nonumber\\
&=-E\,\mathrm{sech}\,u=-\Delta_0 .
\end{align}
Its magnitude cancels the $1/\Delta_0$, and the density becomes $P\,dE\,du$. At each $u$ it is flat in $E$. If $u$ runs from 0 to a fixed $u_{\max}$, then $n_0=Pu_{\max}$, and Eq.~\eqref{eq:main} follows.

A fixed $u_{\max}$ is an assumption. A fixed smallest tunnel energy $\Delta_{0,\min}\ll E$ would instead give $u_{\max}\simeq\ln(2E/\Delta_{0,\min})$. This grows slowly with $E$, so $C$ would rise somewhat faster than $T$ even in equilibrium. Large $u$ means weak tunnelling at given $E$, and such dipoles may be too slow to take up heat during the measurement.

\section{Dipoles that do not keep up}

Let strain modulate the asymmetry, so that the coupling is proportional to $\sigma_z$, the diagonal matrix with entries $1$ and $-1$. This requires surroundings without inversion symmetry, as disorder provides: if inversion exchanges the two wells, a uniform strain shifts both alike. The coupling strength is assumed equal for all dipoles. Write $H=\frac E2(\cos\vartheta\,\sigma_z+\sin\vartheta\,\sigma_x)$ with $\sin\vartheta=\Delta_0/E$. In the eigenbasis $\sigma_z$ becomes $\cos\vartheta\,\sigma_z'-\sin\vartheta\,\sigma_x'$. The matrix element between the two levels thus has magnitude $\Delta_0/E=\mathrm{sech}\,u$.

The one-phonon rate, to lowest order in the coupling, contains four factors:
\begin{itemize}
\item the squared matrix element, $\mathrm{sech}^2u$;
\item the density of long-wave phonons at $\hbar\omega=E$, proportional to $\omega^2$;
\item the squared strain of one phonon, proportional to $q^2/\omega\propto\omega$, where $q$ is the wave number;
\item the sum of emission and absorption, $(\bar n+1)+\bar n=\coth(E/2kT)$, where $\bar n$ is the phonon occupation. The sum enters because the occupation of the upper level relaxes at the total of the two rates.
\end{itemize}
The rate is therefore $R\,\mathrm{sech}^2u$, with
\begin{equation}
R=a\left(\frac Ek\right)^3\coth\frac{E}{2kT}=a\,(xT)^3\coth\frac x2 ,
\end{equation}
where $a$ is a constant of the material.

After a small temperature step, a dipole has taken up the fraction $1-\exp(-Rt\,\mathrm{sech}^2u)$ of its heat by time $t$. The effective density of splittings is
\begin{equation}
n(E,t)=P\int_0^\infty\left[1-\exp(-Rt\,\mathrm{sech}^2u)\right]du .
\end{equation}
Let $Rt\gg1$. The bracket differs from 1 at large $u$, where $\mathrm{sech}^2u\simeq4e^{-2u}$. With $w=4Rt\,e^{-2u}$ and $du=-dw/2w$,
\begin{align}
n(E,t)&\simeq\frac P2\int_0^{4Rt}\frac{1-e^{-w}}{w}\,dw\nonumber\\
&=\frac P2\left[\int_0^1\frac{1-e^{-w}}{w}dw+\ln(4Rt)-\int_1^{4Rt}\frac{e^{-w}}{w}dw\right]\nonumber\\
&\simeq\frac P2\left[\ln(4Rt)+\gamma\right].
\end{align}
In the last step the upper limit of the third term goes to infinity. The first and third terms then combine into a standard integral for Euler's constant $\gamma=0.577$.

Let $L$ be the average of $n/P$ with the weight of the heat capacity,
\begin{equation}
L=\frac1J\int_0^\infty\frac{x^2e^x}{(e^x+1)^2}\,\frac{\ln(4Rt)+\gamma}{2}\,dx,
\qquad C=\frac{\pi^2}{6}PLk^2T .
\end{equation}
At fixed $x$, $R\propto T^3$, so $dL/d\ln T=3/2$. Hence
\begin{equation}
\frac{d\ln C}{d\ln T}=1+\frac{3}{2L},\qquad
\frac{C(10t)-C(t)}{C(t)}=\frac{\ln10}{2L}.
\end{equation}
If the density $P/\Delta_0$ continues to ever smaller $\Delta_0$, the linear law is recovered slowly, as $L$ grows with the logarithm of time. If $\Delta_0$ has a smallest value, $L$ stops growing with time at the weighted average of $\ln(2E/\Delta_{0,\min})$. At fixed $x$ this logarithm rises by 1 per unit of $\ln T$, so the exponent ends at $1+1/L$, still above 1.

For the example take $a=10^8\,\mathrm{s^{-1}K^{-3}}$ and $t=10$ s. At the most active splitting $R=1.66\times10^6$ s$^{-1}$, so $Rt\gg1$ holds well. It fails as $x\to0$, where the weight vanishes as $x^2$. The density $P/\Delta_0$ is assumed to hold far below $\Delta_0=E/\sqrt{Rt}=5$ neV, the tunnel energy at which a dipole with the most active splitting relaxes in 10 s. It must also hold up to about $10\,kT$, or 0.1 meV: if the largest tunnel energy is only 20 $\mu$eV, the exponent given below drops from 1.16 to 1.04. The average is $L=9.56$. A direct double integral over $E$ and $u$, without the logarithmic approximation, gives the same value to the four decimals printed. The exponent is $1+1.5/9.56=1.16$, and a tenfold longer measurement raises $C$ by $2.303/19.12=12$ per cent. To give the same $C$ at 0.1 K and 10 s, $P$ must be $10^{21}/9.56=1.05\times10^{20}$ eV$^{-1}$cm$^{-3}$. With this $P$ and the same $t$, $L$ at 0.05 K is lower by $\frac32\ln2=1.04$, so $C$ there lies 11 per cent below the linear law.

\section{Smaller effects and real glasses}

For a dipole moment $p=0.02\,e$\,nm and relative permittivity $\epsilon_r=10$, the coupling energy at the mean spacing of excited dipoles, $n_{\rm ex}^{-1/3}=55$ nm, is
\begin{equation}
\frac{p^2n_{\rm ex}}{4\pi\epsilon_0\epsilon_r}=4\times10^{-5}\,kT .
\end{equation}
By Eq.~\eqref{eq:nex} this ratio to $kT$ does not depend on temperature. Dipoles that are not excited also interact. A band of constant density $n_0$ up to 1 meV holds $10^{18}$ dipoles per cm$^3$. At their mean spacing of 10 nm, the coupling energy is $7\times10^{-3}\,kT$ at 0.1 K. For randomly placed and oriented dipoles at this density, the sum over all neighbours is larger, with a median size of about $0.03\,kT$. Rare close pairs couple more strongly, and coupling through strain is not covered by these estimates. Higher levels in each well, placed 5 meV up, add a relative part of order $10^{-245}$ at 0.1 K and can be forgotten.

Below about 1 K, structural and orientational glasses show a nearly linear term in the heat capacity beside the phonon part, and $10^{21}$ eV$^{-1}$cm$^{-3}$ is a rough typical size for the density that describes it. Where a relaxor crystal shows such a term, the same model can be applied, but the tunnelling units in a real solid need not all carry an electric dipole. The values of $p$, $a$ and the band edges above are round choices. A Debye temperature of 200 K is low for a stiff oxide; at 400 K and the same atom density, the phonon part would be eight times smaller. The assumption that all dipoles reach equilibrium can fail during a measurement of finite length. In this model, if $P/\Delta_0$ holds from far below 5 neV up to about 0.1 meV, the exponent at 0.1 K and 10 s is 1.16, and a tenfold longer measurement raises $C$ by 12 per cent. A value of $n_0$ taken from a measured heat capacity therefore belongs to a stated temperature and duration. The numerical output below lists the main values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Density of splittings n0: 1.00e+21 1/(eV cm^3)
Density of splittings n0 in SI: 6.2415e+45 1/(J m^3)
Temperature T: 0.10 K
Thermal energy kT: 8.617 ueV
Integral J by quadrature: 1.644934
pi^2/6: 1.644934
C at 0.05 K: 0.0979 uJ/(cm^3 K)
C at 0.10 K: 0.1957 uJ/(cm^3 K)
C at 0.20 K: 0.3914 uJ/(cm^3 K)
C at T in SI: 0.1957 J/(m^3 K)
C at T from diagonalized dipoles: 0.1957 uJ/(cm^3 K)
Most active x = E/kT: 2.3994
Most active splitting: 20.68 ueV
Excited dipoles: 5.973e+15 1/cm^3
Heat from 0.05 K to T: 7.339 nJ/cm^3
Upper band edge E_max: 1.00 meV
Lower band edge E_min: 0.10 ueV
All dipoles in the band: 1.00e+18 1/cm^3
E_max/kT: 116.05
Upper-edge relative loss, bound: 3.3e-47
Lower-edge relative loss, bound: 7.9e-08
E_max/kT at 1 percent upper-edge loss: 8.652
Temperature of 1 percent upper-edge loss: 1.341 K
Debye temperature: 200 K
Atom density: 4.0e+22 1/cm^3
Debye integral: 25.9758
Phonon heat capacity at T: 0.01614 uJ/(cm^3 K)
Phonon part relative to C: 8.25 percent
Phonons equal dipoles at: 0.348 K
Relaxation constant a: 1.0e+08 1/(s K^3)
Measuring time: 10 s
Fastest rate R at most active x: 1.657e+06 1/s
Average L, logarithmic formula: 9.5582
Average L, direct double integral: 9.5582
P that gives the same C: 1.046e+20 1/(eV cm^3)
Local exponent of C in T, formula: 1.1569
Local exponent of C in T, direct: 1.1569
Rise of C for tenfold time: 12.05 percent
Dipole moment: 0.020 e nm
Relative permittivity: 10
Mean spacing of excited dipoles: 55.1 nm
Dipole coupling / kT at that spacing: 3.99e-05
Well vibration quantum: 5.0 meV
log10 of higher-level part relative to C: -245
\end{verbatim}
